# Normal scattering and heat conduction in Callaway's model with constant times

## Problem

Phonons in an unbounded isotropic crystal carry heat along a weak, uniform temperature gradient $G=dT/dz$. Two kinds of collision act on the mode occupation $n$. Resistive collisions (umklapp processes, defects) destroy crystal momentum and relax $n$ in a time $\tau_R$ towards the Planck function

$$n_0=\frac{1}{e^{\hbar\omega/kT}-1}.$$

Normal collisions conserve the total crystal momentum of the phonons. They relax $n$ in a time $\tau_N$ towards a drifting Planck function

$$n_u=\frac{1}{e^{\hbar(\omega-uq_z)/kT}-1},$$

whose drift speed $u$ is fixed by that conservation law. Both kinds conserve energy. Callaway's steady-state equation is

$$v_zG\frac{\partial n_0}{\partial T}=-\frac{n-n_0}{\tau_R}-\frac{n-n_u}{\tau_N}. \tag{1}$$

In parts (a) to (c) both times are the same for all modes, and every branch has $\omega=cq$ with one speed $c$.

(a) Solve (1) to first order in $G$ for given $u$. What conductivity follows if the drift is ignored?

(b) Determine $u$ and the full conductivity $\kappa$. How does $\kappa$ depend on $\tau_N$?

(c) Obtain the heat flux without finding $u$, and find how it relaxes when the gradient is switched on.

(d) Keep the times constant but allow any isotropic set of branches. When does the result of (b) survive?

(e) Return to one speed but let the times depend on frequency. Find $\kappa$, and discuss the case where $\tau_R/\tau_N$ is the same for all modes.

(f) Evaluate the results for a diamond heat spreader at 300 K, with the rough values $c=13$ km/s, $\tau_R=25$ ps, $\tau_N=50$ ps, cubic lattice constant 0.357 nm and $G=0.1$ K/µm. Estimate what the model neglects.

## Solution

### Conventions and the linear equation

The symbol $\sum$ means a sum over branches and an integral $\int d^3q/(2\pi)^3$, so sums are per unit volume. The heat flux is $J=\sum\hbar\omega v_z n$, and $\kappa$ is defined by $J=-\kappa G$.

Equation (1) has $n_0$ instead of $n$ in its streaming term. In a uniform gradient $n-n_0$ is itself proportional to $G$ and varies in space only through $T$, so its contribution to streaming is of order $G^2$.

Put $x=\hbar\omega/kT$ and $w=n_0(n_0+1)$. Since $n_0+1=e^x/(e^x-1)$,

$$\frac{dn_0}{dx}=-\frac{e^x}{(e^x-1)^2}=-w .$$

Raising $T$ changes $x$ by $\partial x/\partial T=-x/T$. A drift changes the argument of the Planck function by $-\hbar uq_z/kT$. Therefore

$$\frac{\partial n_0}{\partial T}=\frac{\hbar\omega}{kT^2}\,w,\qquad
\Delta\equiv n_u-n_0=\frac{\hbar uq_z}{kT}\,w \tag{2}$$

to first order in $u$. The heat capacity per volume is

$$C=\sum\hbar\omega\frac{\partial n_0}{\partial T}=\sum\frac{(\hbar\omega)^2}{kT^2}w .$$

One might also allow $n_u$ a temperature $T+\delta T$. This would add $(\tau_c/\tau_N)\,\delta T\,\partial n_0/\partial T$ to $n$, with $\tau_c$ defined below. Energy conservation in normal collisions, $\sum\hbar\omega(n-n_u)=0$, would then require $(\tau_c/\tau_N-1)\,C\,\delta T=0$. Because $\tau_c<\tau_N$, $\delta T=0$ at this order. The remaining deviation is odd in $q_z$, so resistive collisions conserve energy too.

### (a) Solution for a given drift

Let $n_1=n-n_0$ and $D=v_zG\,\partial n_0/\partial T$. Since $n-n_u=n_1-\Delta$, equation (1) reads

$$D=-n_1\left(\frac1{\tau_R}+\frac1{\tau_N}\right)+\frac{\Delta}{\tau_N}.$$

With $1/\tau_c=1/\tau_R+1/\tau_N$,

$$n_1=-\tau_cD+\frac{\tau_c}{\tau_N}\Delta. \tag{3}$$

If the drift is ignored, $\Delta=0$ and

$$J=-\tau_cG\sum\hbar\omega\,v_z^2\,\frac{\partial n_0}{\partial T}.$$

The angular average of $v_z^2$ is $c^2/3$, and the rest of the sum is $C$. Hence

$$\kappa_1=\frac13Cc^2\tau_c. \tag{4}$$

Here normal collisions count as fully resistive: $\kappa_1$ falls to zero as $\tau_N\to0$, although normal collisions remove no momentum. The second term of (3) must repair this.

### (b) The drift and the full conductivity

Momentum conservation in normal collisions requires

$$\sum q_z\frac{n-n_u}{\tau_N}=\sum q_z\frac{n_1-\Delta}{\tau_N}=0. \tag{5}$$

From (3), and from the identity $1-\tau_c/\tau_N=\tau_c/\tau_R$,

$$n_1-\Delta=-\tau_cD-\left(1-\frac{\tau_c}{\tau_N}\right)\Delta
=-\tau_c\left(D+\frac{\Delta}{\tau_R}\right). \tag{6}$$

The times are constant, so the factor $\tau_c/\tau_N$ leaves the sum in (5), giving

$$\sum q_z\left(D+\frac{\Delta}{\tau_R}\right)=0. \tag{7}$$

The normal time has already disappeared from the condition for $u$.

Now the dispersion enters. For $\omega=cq$ the velocity is $v_z=cq_z/q$, so

$$\omega v_z=c^2q_z. \tag{8}$$

With (2), this gives

$$D=\frac{\hbar\omega v_zG}{kT^2}w=\frac{c^2G}{T}\,\frac{\hbar q_z}{kT}w,\qquad
\Delta=u\,\frac{\hbar q_z}{kT}w .$$

The two functions have the same shape, and (7) becomes

$$\left(\frac{c^2G}{T}+\frac{u}{\tau_R}\right)\sum\frac{\hbar q_z^2}{kT}w=0
\quad\Longrightarrow\quad u=-\frac{c^2\tau_R}{T}G. \tag{9}$$

The minus sign says that the phonons drift towards the cold side. Inserting $u$ gives $\Delta=-\tau_RD$, and (3) yields

$$n_1=-\tau_c\left(1+\frac{\tau_R}{\tau_N}\right)D=-\tau_RD,$$

because $1+\tau_R/\tau_N=\tau_R/\tau_c$. The flux has the same form as in (a), with $\tau_R$ in place of $\tau_c$:

$$\boxed{\kappa=\kappa_R=\frac13Cc^2\tau_R}\tag{10}$$

for every $\tau_N>0$. The two parts are

$$\kappa_1=\kappa_R\frac{\tau_c}{\tau_R}=\kappa_R\frac{\tau_N}{\tau_R+\tau_N},\qquad
\kappa_2=\kappa_R\frac{\tau_c}{\tau_N}=\kappa_R\frac{\tau_R}{\tau_R+\tau_N}.$$

Each depends on $\tau_N$; their sum does not. For $\tau_N\gg\tau_R$ the correction $\kappa_2$ is small. For $\tau_N\ll\tau_R$ it supplies nearly all the conductivity. If $\tau_R\to\infty$, $\kappa$ diverges: normal collisions alone cannot balance a steady gradient.

There is more than a cancellation in the total. Since $n_1=\Delta$, the distribution equals $n_u$ mode by mode to first order. The gradient creates a drifting Planck distribution, and the normal collision term vanishes in it.

### (c) The momentum argument

Multiply (8) by $\hbar n$ and sum. With the crystal momentum density $P=\sum\hbar q_zn$,

$$J=\sum\hbar\omega v_zn=c^2P. \tag{11}$$

A collision that conserves $P$ therefore cannot change the heat flux.

Next multiply (1) by $\hbar q_z$ and sum. The normal term drops out by conservation, and $n_0$ carries no momentum, so

$$\sum\hbar q_zD=-\frac{P}{\tau_R}.$$

Multiplication by $c^2$ turns $\hbar q_z$ into $\hbar\omega v_z$ on the left. That side becomes $G\sum\hbar\omega v_z^2\,\partial n_0/\partial T=GCc^2/3$, while the right side is $-J/\tau_R$. Equation (10) follows without $u$. Nor was $n_u$ expanded in $u$; the approximation left is the linear streaming term.

If the gradient is switched on in the uniform system, $\partial n/\partial t$ joins the streaming term, and the same sum gives

$$\frac{dJ}{dt}=-\frac{J+\kappa_RG}{\tau_R},\qquad
J(t)=-\kappa_RG\left(1-e^{-t/\tau_R}\right)$$

for $J(0)=0$. The flux also builds up in the resistive time, whatever the normal time.

### (d) Constant times, general dispersion

Constant times alone are not enough, because (8) was used as well. Let $f=\omega v_z$ and define

$$(a,b)=\sum w\,a\,b .$$

All branches share one drift speed, since their normal collisions conserve the total momentum. Equations (3) and (7) still hold, now with

$$D=\frac{\hbar G}{kT^2}wf,\qquad \Delta=\frac{\hbar u}{kT}wq_z .$$

Condition (7) gives

$$\frac GT(q_z,f)+\frac u{\tau_R}(q_z,q_z)=0
\quad\Longrightarrow\quad u=-\frac{\tau_RG}{T}\frac{(q_z,f)}{(q_z,q_z)}.$$

The flux is $J=\sum\hbar f n_1$. Substitution of (3) and this $u$ yields

$$\kappa=\frac{\hbar^2}{kT^2}\left[\tau_c(f,f)+\frac{\tau_c\tau_R}{\tau_N}\frac{(f,q_z)^2}{(q_z,q_z)}\right].$$

Without normal collisions $\tau_c=\tau_R$ and the second term is absent, so in general $\kappa_R=\hbar^2\tau_R(f,f)/kT^2$. Define the mismatch

$$s=1-\frac{(f,q_z)^2}{(f,f)(q_z,q_z)},\qquad 0\le s\le1,$$

where the bounds are the Cauchy–Schwarz inequality. Then

$$\kappa=\kappa_R\left[\frac{\tau_c}{\tau_R}+\frac{\tau_c}{\tau_N}(1-s)\right]
=\kappa_R\left[1-s\,\frac{\tau_R}{\tau_R+\tau_N}\right]. \tag{12}$$

The last step uses $\tau_c/\tau_R+\tau_c/\tau_N=1$ and $\tau_c/\tau_N=\tau_R/(\tau_R+\tau_N)$. As $\tau_N\to0$, $\kappa$ tends to $(1-s)\kappa_R$, so at constant times normal collisions can remove at most the fraction $s$ of $\kappa_R$.

The cancellation is complete when $s=0$. Since $w>0$, this happens only if $f=aq_z$ with the same constant $a$ for all modes in the sum. For an isotropic branch the condition is $\omega\,d\omega/dq=aq$, or

$$\omega^2=\omega_0^2+aq^2 .$$

A gap $\omega_0$ is thus harmless. Different longitudinal and transverse speeds are not, because $f=c_j^2q_z$ then has a different factor in each branch $j$. Bending of a branch also spoils the proportionality.

### (e) One speed, frequency-dependent times

The relation (6) holds for each mode, but the times must now stay inside the sums. Define the heat-capacity integral

$$\langle F\rangle=\sum\frac{(\hbar\omega)^2}{kT^2}\,w\,F(\omega),\qquad \langle1\rangle=C .$$

For one speed, the angular average of $q_z^2$ is $\omega^2/3c^2$, so

$$\sum\frac{\hbar q_z^2}{kT}wF=\frac{T}{3\hbar c^2}\langle F\rangle. \tag{13}$$

Inserting (6) into (5) and using (13),

$$\frac{c^2G}{T}\left\langle\frac{\tau_c}{\tau_N}\right\rangle+u\left\langle\frac{\tau_c}{\tau_N\tau_R}\right\rangle=0 .$$

By (11), the flux is $\hbar c^2\sum q_zn_1$. Equations (3) and (13) turn this into

$$J=-\frac{c^2G}{3}\langle\tau_c\rangle+\frac{uT}{3}\left\langle\frac{\tau_c}{\tau_N}\right\rangle .$$

Eliminating $u$,

$$\kappa=\frac{c^2}{3}\left[\langle\tau_c\rangle+
\frac{\langle\tau_c/\tau_N\rangle^2}{\langle\tau_c/(\tau_N\tau_R)\rangle}\right]. \tag{14}$$

For constant times the second term in the bracket is $C\tau_c\tau_R/\tau_N$, and the sum is $C\tau_c(1+\tau_R/\tau_N)=C\tau_R$, as in (10).

Suppose now that $r=\tau_R/\tau_N$ is the same for all modes while both times vary. Then $\tau_c=\tau_R/(1+r)$ and $\tau_c/\tau_N=r/(1+r)$, and (14) becomes

$$\kappa=\frac{\kappa_0+r\kappa_\infty}{1+r},\qquad
\kappa_0=\frac{c^2}{3}\langle\tau_R\rangle,\qquad
\kappa_\infty=\frac{c^2}{3}\frac{C^2}{\langle1/\tau_R\rangle}. \tag{15}$$

Here $\kappa_0$ is the value without normal collisions and $\kappa_\infty$ the value when they dominate. Cauchy–Schwarz gives $\langle\tau_R\rangle\langle1/\tau_R\rangle\ge C^2$, so $\kappa_\infty\le\kappa_0$. Normal collisions destroy no momentum, but they pass it from long-lived modes to modes that lose it quickly. With constant $\tau_R$ there is no such difference, and $\kappa_0=\kappa_\infty$.

### (f) Diamond heat spreader

**The ideal case.** Eight atoms per cubic cell give a density of 175.8 nm$^{-3}$. Three branches with one mode each per atom fill a Debye sphere of radius $q_D=(6\pi^2\times175.8)^{1/3}=21.84$ nm$^{-1}$. The Debye temperature $\hbar cq_D/k$ is 2168 K, and at 300 K the model gives $C=1.290$ MJ/(m³ K). Thus

$$\kappa=\frac{(1.290\times10^6)(1.3\times10^4)^2(25\times10^{-12})}{3}
\approx1.82\times10^3\ \text{W/(m K)} .$$

The combined time is $25\times50/75=16.67$ ps. Two thirds of the conductivity, 1211 W/(m K), comes from $\kappa_1$, and one third, 606 W/(m K), from the correction. Treating normal collisions as resistive would therefore understate this model's $\kappa$ by one third.

A direct solution of the linear equation on a grid of modes, with the full collision operator, tests the cancellation at fixed $\tau_R$:

| $\tau_N$ (ps) | $\kappa_1$ | $\kappa_2$ | direct $\kappa$, W/(m K) |
|---:|---:|---:|---:|
| 0.5 | 36 | 1781 | 1817 |
| 5 | 303 | 1514 | 1817 |
| 50 | 1211 | 606 | 1817 |
| 500 | 1731 | 87 | 1817 |

At $G=10^5$ K/m, equation (9) gives

$$u=-\frac{(1.3\times10^4)^2(25\times10^{-12})}{300}\,10^5=-1.41\ \text{m/s},$$

or $|u|/c=1.1\times10^{-4}$, so the expansion in $u$ is safe. The flux is 18 kW/cm², a local load under a small hot spot rather than a chip average. When the unexpanded $n_u$ is found from momentum and energy conservation, $n$ differs from it by less than $10^{-4}$ of the deviation $n-n_0$, in an energy-weighted sum. At 200 times the gradient, where $|u|/c=0.022$, the flux still agrees with $\kappa_RG$ to one part in $10^5$, as part (c) requires with linear streaming.

**Dispersion.** With the times held at 25 and 50 ps, (12) reduces $\kappa$ by $s/3$. Each ratio below refers to $\kappa_R$ of the same dispersion.

| branches | $s$ | $\kappa/\kappa_R$ |
|---|---:|---:|
| speeds 18, 12, 12 km/s | 0.082 | 0.973 |
| bent, 13 km/s | 0.398 | 0.867 |
| both | 0.480 | 0.840 |

The bent branch is $\omega=(2cq_D/\pi)\sin(\pi q/2q_D)$. Multiplying by $d\omega/dq=c\cos(\pi q/2q_D)$ gives $\omega v=(c^2q_D/\pi)\sin(\pi q/q_D)$. This returns to zero at $q_D$, where the momentum is largest. Such modes take up momentum in normal collisions but carry little heat, which is why bending matters more here than the spread of speeds.

**Frequency dependence.** Let both times vary as $1/\omega^2$, with the heat-capacity means of the rates held at $1/25$ and $1/50$ ps$^{-1}$. Without normal collisions $\kappa_0=5123$ W/(m K). The held mean makes $\kappa_\infty$ equal to the earlier 1817 W/(m K). With $r=0.5$, (15) gives

$$\kappa=\frac{5123+0.5\times1817}{1.5}=4021\ \text{W/(m K)} .$$

Normal collisions now lower $\kappa$ by 22 % relative to $\kappa_0$. The result is also 2.2 times the constant-time value. That factor depends on holding the mean rates, rather than the mean times, fixed. Bending changes the absolute value by a similar factor in the opposite direction: at fixed times it roughly halves $\kappa_R$ itself, because the group velocities fall, and this change does not appear in the ratios of the table above.

**Optical modes and walls.** Diamond has two atoms per primitive cell, so half the modes counted above are really optical. Keeping only the acoustic half lowers $C$ and $\kappa$ by 18 % at fixed $c$ and $\tau_R$. The resistive free path $c\tau_R$ is 0.325 µm. Adding a wall rate $c/d$ to $1/\tau_R$ for $d=100$ µm lowers $\kappa$ by the fraction $0.325/100.325=0.3\,\%$. This estimate holds for constant times only. If the times vary as $1/\omega^2$, low-frequency modes have much longer free paths and carry a large share of the heat, so the same walls cost more than ten times as much. In a structure no longer much wider than the free path, momentum is lost at the walls, $u$ varies across the width, and the uniform balance of part (c) fails.

**The real material.** Good single-crystal diamond conducts roughly 2000 W/(m K) at room temperature. The model's value of about 1800 W/(m K) has the right size, but that does not confirm the model: $\tau_R$ is a rough input, and the model's $C$ lies well below the real heat capacity, roughly 1.8 MJ/(m³ K). In real crystals the cancellation is incomplete, since the resistive time depends on frequency and the branches differ in speed and bend. At one speed, a frequency dependence of $\tau_N$ alone would do no harm: with constant $\tau_R$, $n_1=\Delta=-\tau_RD$ still solves (1) and (5). For the numbers used here, normal collisions lower $\kappa$ by 16 % with unequal, bent branches at constant times, and by 22 % with frequency-dependent times at one speed. Both figures scale as $r/(1+r)$, and $r=0.5$ is as rough an input as $\tau_R$; when normal collisions dominate, (12) and (15) raise them to 48 % and 65 %. Of the two times, only the resistive one affects $\kappa$ in the constant-time, single-speed model; in diamond itself both do.

The numerical output below lists these values, with tR, tN and tc standing for $\tau_R$, $\tau_N$ and $\tau_c$.

## Table of computed values

```
temperature                      300 K
lattice constant                 0.357 nm
atomic density                   175.8 nm^-3
single sound speed               13.0 km/s
Debye wave vector                21.84 nm^-1
Debye temperature                2168 K
resistive time tR                25.0 ps
normal time tN                   50.0 ps
combined time tc                 16.67 ps
heat capacity C                  1.2902 MJ/(m^3 K)
kappa1 (normal as resistive)     1211.4 W/(m K)
kappa2 (correction)              605.7 W/(m K)
kappa1 + kappa2                  1817.1 W/(m K)
C c^2 tR/3                       1817.1 W/(m K)
sweep: tN (ps), kappa1, kappa2, direct kappa (W/(m K))
     0.5      35.6    1781.4    1817.1
     5.0     302.8    1514.2    1817.1
    50.0    1211.4     605.7    1817.1
   500.0    1730.5      86.5    1817.1
gradient                         0.10 K/um
drift speed u                    -1.408 m/s
|u|/c                            1.08e-04
heat flux size                   18.17 kW/cm^2
distance of n from drifting form 8.6e-05 (relative)
|u|/c at 200 times the gradient  0.0217
longitudinal, transverse speed   18, 12 km/s
dispersion: mismatch s, kappa/kappaR at tN above
  two speeds     0.0818  0.9727
  bent branches  0.3978  0.8674
  both           0.4804  0.8399
  gapped branch  0.0000  1.0000
times varying as 1/omega^2, same mean rates:
  kappa without normal collisions 5122.7 W/(m K)
  kappa with normal collisions    4020.8 W/(m K)
  kappa, normal rate times 10^4   1817.7 W/(m K)
C and kappa change, acoustic modes only -18.2 %
resistive free path c tR         0.325 um
wall distance                    100 um
wall loss of kappa, estimate     0.32 %
```
